# Why bilayer graphene barriers reflect normally incident electrons while monolayer barriers transmit

## The result

In the minimal model of AB-stacked bilayer graphene, a conduction electron of energy $E$ that meets a square barrier of height $V_0>E$ and width $D$ at normal incidence is transmitted with probability

$$
T=\frac{1}{1+\frac14\left(\frac{\zeta}{\eta}+\frac{\eta}{\zeta}\right)^2\sinh^2\kappa D},\qquad
\kappa=\frac{\sqrt{u(\gamma_1-u)}}{\hbar v},
$$

$$
u=V_0-E,\qquad \zeta=\sqrt{\frac{E}{\gamma_1+E}},\qquad \eta=\sqrt{\frac{u}{\gamma_1-u}} .
$$

Here $v$ is the monolayer velocity and $\gamma_1$ the coupling between the stacked atoms of the two layers. The conditions are $0<E<\gamma_1$ and $0<u<\gamma_1$. For $\kappa D\gg1$, $T$ falls as $e^{-2\kappa D}$. The same barrier in a monolayer has $T=1$.

The barrier contains propagating hole states in both materials. In the monolayer the incident electron continues into them. In the bilayer they have the opposite symmetry, and at normal incidence nothing in the minimal model couples the two. Sharp edges are not the cause; they only make the prefactor simple.

A barrier for conduction electrons is an n-p-n junction. The p-n-p junction, with holes incident, is its mirror image and has the same $T$ in this model, as shown below.

## Monolayer: direction is locked to pseudospin

Let the barrier vary along $x$, and let transport be ballistic within one valley, so $V(x)$ must be smooth on the lattice scale. At $k_y=0$ the monolayer Hamiltonian is

$$
H=v\sigma_x p+V(x),\qquad p=-i\hbar\,\frac{d}{dx}.
$$

Since $\sigma_x$ commutes with $H$, its value $s=\pm1$ is conserved, and $-i\hbar vs\,\psi'=(E-V)\psi$ gives

$$
\psi(x)=\psi(0)\exp\left[\frac{is}{\hbar v}\int_0^x(E-V)\,dx'\right].
$$

The velocity operator is $\partial H/\partial p=v\sigma_x$, so $s=+1$ always moves right. A reflected wave would need $s=-1$, which $V(x)$ cannot produce. Hence $T=1$ for any such profile.

## Bilayer: symmetry is locked to the band

Order the sites as A1, B1, A2, B2, with B1 and A2 stacked on each other. With $\pi=\hbar(k_x+ik_y)$,

$$
H=\begin{pmatrix}V&v\pi^\dagger&0&0\\ v\pi&V&\gamma_1&0\\ 0&\gamma_1&V&v\pi^\dagger\\ 0&0&v\pi&V\end{pmatrix}.
$$

At $k_y=0$ both $\pi$ and $\pi^\dagger$ become $p$. With $\varepsilon=E-V(x)$ the four equations are

$$
\varepsilon\psi_{A1}=vp\,\psi_{B1},\quad
\varepsilon\psi_{B1}=vp\,\psi_{A1}+\gamma_1\psi_{A2},
$$
$$
\varepsilon\psi_{A2}=\gamma_1\psi_{B1}+vp\,\psi_{B2},\quad
\varepsilon\psi_{B2}=vp\,\psi_{A2}.
$$

They are unchanged by the swap $S$: A1↔B2, B1↔A2. Form combinations of parity $s=\pm1$,

$$
a=\frac{\psi_{A1}+s\psi_{B2}}{\sqrt2},\qquad b=\frac{\psi_{B1}+s\psi_{A2}}{\sqrt2}.
$$

Adding the equations in pairs, and using $\psi_{A2}+s\psi_{B1}=s(\psi_{B1}+s\psi_{A2})$, gives

$$
\varepsilon a=vp\,b,\qquad(\varepsilon-s\gamma_1)b=vp\,a .
$$

The two parities never mix, whatever the shape of $V(x)$. In a uniform region

$$
(\hbar vk)^2=\varepsilon(\varepsilon-s\gamma_1).
$$

For $0<\varepsilon<\gamma_1$ the right side is positive only for $s=-1$, so conduction electrons are odd. For $-\gamma_1<\varepsilon<0$ it is positive only for $s=+1$, so holes are even. The incident odd electron finds no propagating odd state in the barrier. Outside, both $k$ and $-k$ are odd, so reflection is allowed, unlike in the monolayer.

**The p-n-p case.** Take the complex conjugate of a solution and change its sign on layer 2. Conjugation reverses $p$, and the layer sign reverses $\gamma_1$. The result solves the problem with $E\to-E$ and $V\to-V$. The current, $2v\,\mathrm{Re}(\psi_{A1}^*\psi_{B1}+\psi_{A2}^*\psi_{B2})$, is unchanged, and so is $T$.

## Matching at the edges

In the odd sector $b=-i\hbar v\,a'/(\varepsilon+\gamma_1)$. Both $a$ and $b$ are continuous, because a jump in either would give a delta function that a finite $V$ cannot balance.

Outside, $a=e^{\pm ikx}$ gives $b/a=\pm\hbar vk/(E+\gamma_1)=\pm\zeta$, since $\hbar vk=\sqrt{E(E+\gamma_1)}$. Inside, $\varepsilon=-u$ and $k^2=-\kappa^2$, so

$$
a=\alpha\cosh\kappa x+\beta\sinh\kappa x,\qquad
b=-i\eta(\alpha\sinh\kappa x+\beta\cosh\kappa x),
$$

with $\eta=\hbar v\kappa/(\gamma_1-u)$. At $x=0$, $\alpha=a(0)$ and $\beta=ib(0)/\eta$. Writing $C=\cosh\kappa D$ and $\mathcal S=\sinh\kappa D$,

$$
a(D)=Ca(0)+\frac{i\mathcal S}{\eta}b(0),\qquad b(D)=-i\eta\mathcal S\,a(0)+Cb(0).
$$

The determinant is $C^2-\mathcal S^2=1$, so the inverse is

$$
a(0)=Ca(D)-\frac{i\mathcal S}{\eta}b(D),\qquad b(0)=i\eta\mathcal S\,a(D)+Cb(D).
$$

On the left, $a(0)=1+r$ and $b(0)=\zeta(1-r)$. On the right, $a(D)=t$ and $b(D)=\zeta t$, with the phase $e^{ikD}$ absorbed in $t$. The sum $a(0)+b(0)/\zeta$ removes $r$:

$$
2=t\left[2C+i\left(\frac{\eta}{\zeta}-\frac{\zeta}{\eta}\right)\mathcal S\right].
$$

The leads are identical, so $T=|t|^2$. Taking the squared modulus and using $C^2=1+\mathcal S^2$ and $1+\frac14(x-1/x)^2=\frac14(x+1/x)^2$ gives the stated formula. For $\kappa D\gg1$, $\mathcal S^2\to e^{2\kappa D}/4$ and

$$
T\to\frac{16}{(\zeta/\eta+\eta/\zeta)^2}\,e^{-2\kappa D}.
$$

**Low energies.** If $E,u\ll\gamma_1$, then $b\approx-s\,vp\,a/\gamma_1$ and $\varepsilon a\approx-s(p^2/2m)a$, with $m=\gamma_1/2v^2$. On the sites A1 and B2 this reads $H=-(p^2/2m)\sigma_x+V$. The odd electron is then an ordinary particle of mass $m$ tunnelling through a barrier, with $\kappa=\sqrt{2mu}/\hbar$.

**High barriers.** If $u>\gamma_1$, the odd sector has a propagating state inside, from the second valence band. Then $\kappa$ becomes $iq$ with $q=\sqrt{u(u-\gamma_1)}/\hbar v$, and $\eta$ becomes imaginary too:

$$
T=\frac{1}{1+\frac14\left(\frac{\zeta}{|\eta|}-\frac{|\eta|}{\zeta}\right)^2\sin^2qD}.
$$

Transmission oscillates with width and reaches 1 whenever $qD$ is a multiple of $\pi$.

## How large: a 20 nm barrier

Take rough typical hoppings $\gamma_0=3.1$ eV (within a layer) and $\gamma_1=0.4$ eV, and lattice constant $a_0=0.246$ nm. Then $\hbar v=\sqrt3a_0\gamma_0/2=0.660$ eV nm and $m=0.035$ electron masses. Let $E=20$ meV, $V_0=60$ meV and $D=20$ nm, so $u=40$ meV:

$$
\kappa=\frac{\sqrt{0.040\times0.360}}{0.6604}=0.1817\ \mathrm{nm^{-1}},\qquad \kappa D=3.634,
$$

$$
\zeta=\sqrt{20/420}=0.218,\qquad\eta=\sqrt{40/360}=0.333 .
$$

The prefactor is 3.36, so $T\approx3.36\,e^{-7.27}=2.3\times10^{-3}$. The decay length of $T$ is $1/2\kappa=2.8$ nm.

| $D$ (nm) | $T$, bilayer | $T$, monolayer |
|---|---|---|
| 10 | $8.6\times10^{-2}$ | 1 |
| 20 | $2.3\times10^{-3}$ | 1 |
| 30 | $6.2\times10^{-5}$ | 1 |
| 40 | $1.6\times10^{-6}$ | 1 |

The low-energy formula gives $1.7\times10^{-3}$ at 20 nm, about 29% below the four-band value. It replaces $u(\gamma_1-u)$ by $u\gamma_1$, which raises $\kappa$ by 5%, and the exponent magnifies this error.

## What opens the barrier

The numbers in this section come from numerical solution of the full matrix equation. It is written as $\psi'=iM\psi$, propagated through thin slices by matrix exponentials, and joined to the incoming, outgoing and decaying waves of the leads. Unless stated otherwise, $E$, $V_0$ and $D$ stay as above.

**Oblique incidence.** The terms in $k_y$ change sign under $S$. Each edge therefore converts odd into even with an amplitude proportional to the incidence angle $\varphi$, for small $\varphi$. Passing through the hole states takes two conversions, so this path has amplitude $\propto\varphi^2$. In a wide barrier, where direct tunnelling is negligible, $T\propto\varphi^4$ away from resonances. At $D=100$ nm, doubling the angle from 0.25° to 0.5° raises $T$ by a factor of 15.9, against the ideal 16.

At 20 nm direct tunnelling still competes:

| $\varphi$ | $T$, bilayer, $D=20$ nm |
|---|---|
| 0° | $2.3\times10^{-3}$ |
| 1° | $2.2\times10^{-3}$ |
| 5° | $3.7\times10^{-4}$ |
| 10° | $4.5\times10^{-3}$ |
| 20° | $0.13$ |

The initial fall is interference, and it depends on the width: at 25, 30 and 35 nm, $T$ does not drop below its normal-incidence value for angles up to 12°. Because $S$ turns $H(k_y)$ into $H(-k_y)$, the amplitude is even in $\varphi$, so $t\approx t_0+t_2\varphi^2$. $T$ can then fall at small angles only if the two terms partly cancel. Fixing the coefficients of $\varphi^2$ and $\varphi^4$ in $|t|^2$ from the unrounded values at 0°, 1° and 5° (2.341, 2.229 and 0.3665, each times $10^{-3}$) predicts about $5\times10^{-3}$ at 10°, close to the computed value.

A wide contact feeds all angles. The average $\int_0^1T\,d(\sin\varphi)$, which weights each direction by its flux, is 0.22 for the bilayer and 0.57 for the monolayer. At normal incidence the two differ by a factor of about 430; in the average, by less than 3.

**Interlayer bias.** A potential difference $U$ between the layers adds $\pm U/2$ on layers 1 and 2, which is odd under $S$. With $U=10$ meV inside the barrier, $T$ at 20 nm rises to $4.2\times10^{-3}$. For wide barriers the exponential law is lost: over widths of 50 to 70 nm the median of $T$ is about $1.4\times10^{-4}$ and narrow resonances reach 1, whereas the unbiased formula gives $4.3\times10^{-8}$ at 50 nm.

**Crystal direction.** Two weaker interlayer hoppings, roughly $\gamma_3=0.3$ eV and $\gamma_4=0.12$ eV, add $v_3\pi$ between A1 and B2, and $-v_4\pi^\dagger$ between A1 and A2 and between B1 and B2, with $v_{3,4}=v\gamma_{3,4}/\gamma_0$. Let $x$ make an angle $\theta$ with a zigzag row, so that $\pi\to pe^{i\theta}$ at $k_y=0$. Absorbing phases $e^{-i\theta}$ in $\psi_{A1}$ and $e^{i\theta}$ in $\psi_{B2}$ makes every term real except the $\gamma_3$ term, which becomes $v_3p\,e^{3i\theta}$. Its imaginary part, $v_3p\sin3\theta$, breaks the swap symmetry.

Along zigzag ($\theta=0$) the symmetry survives. The odd equations become

$$
\varepsilon a=(v+v_4)p\,b-v_3p\,a,\qquad(\varepsilon+\gamma_1)b=(v+v_4)p\,a .
$$

Eliminating $b$ at $\varepsilon=-u$, with $w=v+v_4$, leaves $w^2p^2-v_3(\gamma_1-u)p+u(\gamma_1-u)=0$. The imaginary part of $p/\hbar$ is the decay constant:

$$
\kappa=\frac{\sqrt{4w^2u(\gamma_1-u)-v_3^2(\gamma_1-u)^2}}{2\hbar w^2}=0.173\ \mathrm{nm^{-1}}.
$$

Decay is slightly slower, and $T=3.4\times10^{-3}$ at 20 nm. This value is sensitive to the rough hoppings: with $\gamma_0,\gamma_1,\gamma_3,\gamma_4=3.16, 0.381, 0.38, 0.14$ eV and an extra site energy of 22 meV on the stacked atoms, it is about $6\times10^{-3}$.

Along armchair ($\theta=90°$) the symmetry is broken at full strength. At $k_y=0$, $T$ is $1.9\times10^{-2}$ at 20 nm and exceeds 0.5 at some widths between 50 and 70 nm. Because the band is warped, the velocity of this incident state is tilted by about 30° from the normal. The state that does travel along the normal has $k_y\neq0$ and a similar $T$ at 20 nm. The effect is large because $v_3\hbar k$ is not small beside the low-energy kinetic term $\hbar^2k^2/2m$: at the incident $k=0.139$ nm$^{-1}$ their ratio is about 0.4. For these parameters, exponential decay of $T$ in wide barriers is therefore a property of the zigzag direction.

**Edges and temperature.** Replacing each step by a logistic profile of length 2 nm gives $T=2.1\times10^{-3}$ and the same $\kappa=0.182$ nm$^{-1}$, while the monolayer keeps $T=1$. Averaging the closed formula over the thermal spread at 4 K, with $V_0$ fixed, changes $T$ by about 0.2%. At 300 K, $k_BT=26$ meV exceeds $E$, so many carriers have energies near or above the barrier top and this single-energy result no longer describes the current.

## Using the result in devices

The incident wave number corresponds to a carrier density $k^2/\pi\approx6\times10^{11}$ cm$^{-2}$, counting spin and valley. A gate smooths the edges of its barrier over a length comparable to its distance from the bilayer. This limits how short a barrier can be: with logistic edges of length 10 nm, the nominal 20 nm barrier of 60 meV peaks at only 28 meV, and $T$ at normal incidence rises to about 0.04 in the minimal model. For smooth edges the leading exponent becomes $2\int\kappa(x)\,dx$ over the region where $V(x)>E$, provided $V-E<\gamma_1$ throughout. A wide contact breaks the assumption of normal incidence: at 20 nm, averaging over all angles raises the transmission from 0.002 to 0.22 in the minimal model. With $\gamma_3$ and $\gamma_4$ included and transport along zigzag, the average is about 0.6, so a wide contact hides most of the effect. Disorder, valley mixing and self-consistent screening are left out here; the first two can also open paths through the barrier.

To observe the exponential law, four conditions matter within this model:

- Keep $k_y$ small. In the minimal model this means collimating the beam: at 20 nm, $T$ has nearly doubled at 10°, and wider barriers tolerate much less, though not monotonically ($T$ doubles near 3° at 25 to 30 nm and between 1° and 2° at 35 to 40 nm). With $\gamma_3$ and $\gamma_4$ and transport along zigzag, a narrow beam is not enough, because in one of the two valleys the warped band sends states of quite different $k_y$ almost along the normal. At 20 nm, such a state with $k_y=0.024$ nm$^{-1}$ travels only 2.4° off the normal but has $T\approx0.14$.
- Align transport with a zigzag row. Wide barriers need this to better than a degree: at $k_y=0$, a misalignment of 1° raises the median $T$ for widths of 50 to 70 nm about 40 times.
- Use gates on both sides to hold the interlayer bias in the barrier near zero. Wide barriers need this to about 1 meV: along zigzag at $k_y=0$, with $\gamma_3$ and $\gamma_4$ included, a bias of 1 meV raises the median $T$ for widths of 50 to 70 nm about 3 times, and 3 meV raises it about 200 times. A single gate generally changes bias and density together.
- Keep $V_0-E$ below $\gamma_1$.

Widening the barrier helps only until one of the symmetry-breaking paths exceeds direct tunnelling.

For a switch that must block all angles, use a large bias instead of avoiding it. In the low-energy model a uniform $U$ adds $(U/2)\sigma_z$, which anticommutes with the kinetic term, so $\varepsilon^2=(\hbar^2k^2/2m)^2+U^2/4$ with $k^2=k_x^2+k_y^2$. If the barrier is tuned so that $|E-V_0|<U/2$, no propagating state exists inside at any angle, and only tunnelling remains. The gap must still be large enough for the chosen width. In the minimal four-band model with $V_0=E$ and $D=20$ nm, the angular average of $T$ is 0.26 for $U=10$ meV, no better than the unbiased barrier above, but 0.012 for $U=50$ meV. With $\gamma_3$ and $\gamma_4$ included and transport along zigzag, blocking is weaker: the average is about 0.06 for $U=50$ meV and 0.01 for $U=100$ meV. These averages assume sharp edges. If gates smooth both the bias and the barrier with logistic edges of length 10 nm, the peak bias is less than half its nominal value, and the last two averages become about 0.4 and 0.02. These two values keep the nominal $V_0$ equal to $E$, so the peak of the smoothed barrier is only about 9 meV and $E$ lies near the edge of the local gap. Raising the nominal $V_0$ to 43 meV, so that the peak equals $E$, brings the averages back to about 0.06 and 0.003. With smooth gates it is the peak of the barrier, not its nominal height, that must be tuned to $E$. In the minimal four-band model the gap is slightly smaller than $U$, namely $U\gamma_1/\sqrt{U^2+\gamma_1^2}$. The hoppings $\gamma_3$ and $\gamma_4$ reduce it by about another 5% at $U=100$ meV and shift its centre slightly away from $V_0$. In real devices disorder can still carry some current through the gap. That blocking comes from a gap. The reflection explained here occurs without one, because the available states have the wrong symmetry.
